# Partitioned order-disorder model and a reciprocal parameter for short-range order

## 1. What goes wrong without the result

A sublattice model with random mixing lets atoms choose a sublattice but ignores correlation between neighbouring sites. In the example below it puts the ordering temperature at 1443 K, where a model with correlated nearest-neighbour pairs gives 1254 K. A reciprocal interaction parameter brings the random-mixing result much closer, to 1232 K. Both values are still approximations: the nearest-neighbour bcc lattice itself orders near 1146 K (section 10). But if that parameter is placed only in the ordering part of a partitioned Gibbs energy, it cancels in the disordered phase, and the correction to a partly ordered state can even acquire the wrong sign. We therefore need both the value of the parameter and the rule for sharing it between the two parts.

## 2. The partition

Consider a binary A–B phase with two equal sublattices, related by a symmetry of the crystal. Let $y'$ and $y''$ be the fractions of A on them, and
$$x=\tfrac12(y'+y''),\qquad s=\tfrac12(y'-y''),$$
so that $y'=x+s$ and $y''=x-s$. All Gibbs energies are per mole of sites. The partitioned model is
$$G(y',y'')=G_{\rm dis}(x)+G_{\rm ord}(y',y'')-G_{\rm ord}(x,x).\tag{1}$$

At $y'=y''=x$ the last two terms cancel and $G=G_{\rm dis}(x)$. The disordered phase can thus be described first and kept unchanged when ordering is added.

The partition need not be an approximation. Given a single function $G_1(y',y'')$ for both states, choose $G_{\rm ord}=G_1$ and $G_{\rm dis}(x)=G_1(x,x)$. Equation (1) then returns $G_1(y',y'')$.

The entropy is also counted once. With $h(y)=y\ln y+(1-y)\ln(1-y)$, the ideal mixing terms in (1) are
$$RT\,h(x)+\frac{RT}{2}[h(y')+h(y'')]-RT\,h(x)=\frac{RT}{2}[h(y')+h(y'')].$$
This requires the ideal term to be present in all three parts.

A function of $x$ alone added to $G_{\rm ord}$ cancels. At fixed $x$, moreover, the first and third terms of (1) are constants, so the equilibrium $s$ depends on $G_{\rm ord}$ alone. Phase boundaries also involve derivatives with respect to $x$, and so depend on $G_{\rm dis}$.

## 3. When the disordered state is stationary

Exchanging the sublattices changes $s$ to $-s$. If $G_{\rm ord}$ is unchanged by the exchange, it is even in $s$, and its slope vanishes at $s=0$. The disordered state is then stationary; whether it is a minimum depends on the curvature.

Symmetry must be imposed on the parameters. Let $G_{ij}$ be the energy of the end member with $i$ on the first sublattice and $j$ on the second, and include constant interaction parameters for mixing on one sublattice:
$$\begin{aligned}E={}&y'y''G_{AA}+(1-y')(1-y'')G_{BB}\\&+y'(1-y'')G_{AB}+(1-y')y''G_{BA}\\
&+y'(1-y')[y''L_{A,B:A}+(1-y'')L_{A,B:B}]\\
&+y''(1-y'')[y'L_{A:A,B}+(1-y')L_{B:A,B}].\end{aligned}$$
Define the asymmetries $g=G_{AB}-G_{BA}$, $a=L_{A,B:A}-L_{A:A,B}$ and $b=L_{A,B:B}-L_{B:A,B}$. Since $dy'/ds=1$ and $dy''/ds=-1$, differentiation at $s=0$ gives
$$\left.\frac{\partial E}{\partial s}\right|_{0}=g+(1-2x)[xa+(1-x)b]-x(1-x)(a-b).$$
The $G_{AA}$ and $G_{BB}$ terms have no slope there, and neither has the ideal entropy. For zero slope at every $x$, the limit $x\to0$ requires $b=-g$, and $x\to1$ requires $a=g$. At $x=\tfrac12$ the condition becomes $g-(a-b)/4=g/2=0$. Hence $g=a=b=0$: within this parameter set, symmetric parameters are necessary as well as sufficient.

## 4. Correlated pairs

Now let each site have $z$ neighbours, all on the other sublattice, as for nearest neighbours in a B2 structure. There are $z/2$ moles of bonds per mole of sites. Let $e_{ij}$ be the energy per mole of bonds with $i$ on the first sublattice and $j$ on the second, and define
$$\Delta=e_{AA}+e_{BB}-e_{AB}-e_{BA}.$$
A positive $\Delta$ favours unlike pairs. Since $G_{ij}=(z/2)e_{ij}$, the reciprocal energy of the end members is
$$\Delta G_{\rm rec}=G_{AA}+G_{BB}-G_{AB}-G_{BA}=\frac{z\Delta}{2}.\tag{2}$$

Random mixing gives the pair fractions
$$\begin{aligned}q_{AA}&=y'y'',&q_{BB}&=(1-y')(1-y''),\\q_{AB}&=y'(1-y''),&q_{BA}&=(1-y')y''.\end{aligned}$$
The true pair fractions $p_{ij}$ must give the same site fractions, for example $p_{AA}+p_{AB}=y'$ and $p_{AA}+p_{BA}=y''$. This leaves one free number $\varepsilon$:
$$p_{ij}=q_{ij}+\sigma_{ij}\varepsilon,\quad \sigma_{AA}=\sigma_{BB}=1,\quad\sigma_{AB}=\sigma_{BA}=-1.$$
The energy changes by $(z/2)\sum\sigma_{ij}\varepsilon e_{ij}=(z/2)\Delta\varepsilon$.

For the entropy, the quasichemical approximation distributes the pairs as if bonds were independent, and normalizes the count so that $p=q$ returns the number of site arrangements. For $N_b$ bonds,
$$W=W_{\rm sites}\prod_{ij}\frac{(N_bq_{ij})!}{(N_bp_{ij})!}.$$
Stirling's formula gives $\ln(W/W_{\rm sites})=N_b\sum(q\ln q-p\ln p)$. Each $\ln q_{ij}$ is a sum of two single-site logarithms, and $p$ and $q$ have the same site fractions, so $\sum q\ln q=\sum p\ln q$. The short-range-order (SRO) free energy, relative to random mixing at the same $y',y''$, is therefore
$$F_{\rm sro}=\frac z2\left[\Delta\varepsilon+RT\sum_{ij}p_{ij}\ln\frac{p_{ij}}{q_{ij}}\right].\tag{3}$$

Differentiate with respect to $\varepsilon$. Because $\sum\sigma_{ij}=0$ and $q_{AA}q_{BB}=q_{AB}q_{BA}$,
$$\frac{p_{AA}p_{BB}}{p_{AB}p_{BA}}=e^{-\Delta/RT}.\tag{4}$$
The second derivative of the bracket is $RT\sum1/p_{ij}>0$, so this is a minimum.

## 5. Second-order expansion

For one pair type write $\delta=\sigma\varepsilon$. Expanding the logarithm,
$$(q+\delta)\ln\left(1+\frac{\delta}{q}\right)=\delta+\frac{\delta^2}{2q}-\frac{\delta^3}{6q^2}+\cdots.$$
The linear terms sum to zero. With
$$Y=y'(1-y')\,y''(1-y''),$$
the quadratic sum factorizes:
$$\sum_{ij}\frac1{q_{ij}}=\left(\frac1{y'}+\frac1{1-y'}\right)\left(\frac1{y''}+\frac1{1-y''}\right)=\frac1Y.$$
To second order,
$$F_{\rm sro}=\frac z2\left[\Delta\varepsilon+\frac{RT\varepsilon^2}{2Y}\right].$$
Its minimum is at $\varepsilon=-Y\Delta/RT$. The linear term in the bracket is then $-Y\Delta^2/RT$ and the quadratic term is $+Y\Delta^2/(2RT)$, so
$$F_{\rm sro}=LY,\qquad \boxed{L=-\frac{z\Delta^2}{4RT}=-\frac{(\Delta G_{\rm rec})^2}{zRT}}.\tag{5}$$
The second form follows from (2). The function $Y$ is the one that multiplies the reciprocal parameter $L_{A,B:A,B}$ in the compound energy formalism, so this parameter can carry the correction.

The prefactor depends on the amount of substance. For a formula unit with one site on each sublattice, both $L$ and $\Delta G_{\rm rec}$ double, and (5) becomes $L_{\rm fu}=-(\Delta G_{\rm rec,fu})^2/(2zRT)$.

The next term measures the truncation within the quasichemical model. We need
$$\sum_{ij}\frac{\sigma_{ij}}{q_{ij}^2}=\frac{(1-2y')(1-2y'')}{Y^2},$$
which follows from $1/y^2-1/(1-y)^2=(1-2y)/[y(1-y)]^2$ on each sublattice. The correction to $\varepsilon$ is of order $\Delta^2$, and changes the free energy near its minimum only at order $\Delta^4$. Inserting the leading $\varepsilon$ into the cubic term therefore gives
$$F^{(3)}=\frac{zY\Delta^3(1-2y')(1-2y'')}{12(RT)^2}.\tag{6}$$
It vanishes if either sublattice is half filled with A. Its ratio to $LY$ is $-(\Delta/3RT)(1-2y')(1-2y'')$.

Within the quasichemical model the expansion is controlled by $|\Delta|/RT$, also in dilute states: $|\varepsilon|/q_{ij}=(Y/q_{ij})|\Delta|/RT$ at leading order, and $Y/q_{ij}$ never exceeds one.

## 6. Why the second-order term does not rest on pair counting

Let $n_i$ be 1 for A and 0 for B, and let $\delta n_i$ be its deviation from the sublattice mean. Apart from terms fixed by the site fractions, a bond contributes $\Delta\,\delta n_i\,\delta n_j$. Terms linear in $\delta n$ sum to zero at fixed sublattice composition because every site has the same number of bonds.

The second-order free energy of a system with a weak interaction is minus the energy variance divided by twice the thermal energy. For independent sites, two different bonds are uncorrelated, and one bond has variance $\Delta^2Y$. Correlations caused by fixing the composition are of order $1/N$ for $N$ sites, and do not survive per site in a large system. With $z/2$ bonds per site the result is $-(z/2)Y\Delta^2/(2RT)=LY$, as in (5).

At third order, a product of three bonds has a nonzero average only if every site occurs at least twice. The bonds must then coincide or form a triangle, and triangles are absent here. Since $\langle\delta n^3\rangle=y(1-y)(1-2y)$, the third cumulant reproduces (6).

A direct test used all 256 configurations of a cube with eight sites and twelve bonds, with the mean occupation of each sublattice held fixed by a field. At $\Delta/RT=0.02$, the parts of the exact correction that are even and odd in $\Delta$ were 1.000006 and 1.00007 times the predicted second- and third-order terms.

## 7. Energy, entropy and temperature dependence

At fixed $y',y''$ and constant $\Delta$, equation (5) has the form $F_{\rm sro}=-C/T$ with $C>0$. Hence
$$S_{\rm sro}=-\frac{\partial F_{\rm sro}}{\partial T}=\frac{F_{\rm sro}}T<0,\qquad H_{\rm sro}=F_{\rm sro}+TS_{\rm sro}=2F_{\rm sro}.$$
The bond energy agrees: $(z/2)\Delta\varepsilon=-zY\Delta^2/(2RT)=2LY$. Correlation lowers the energy, and half of that gain is paid back as lost entropy. A temperature-independent $L$ omits the entropy loss.

If a linear parameter is wanted near $T_*$, then $dL/dT=-L/T$ gives
$$L_{\rm lin}(T)=L(T_*)\left(2-\frac T{T_*}\right).$$
This keeps the entropy at $T_*$ but gives no heat capacity, whereas (5) gives $2C/T^2$. It also changes sign at $2T_*$, which (5) never does.

## 8. The share of the disordered phase

At $y'=y''=x$ the SRO free energy is $Lx^2(1-x)^2$. In (1) this cancels between the two ordering terms, so it must be contained in $G_{\rm dis}$. From
$$x(1-x)=\tfrac14[1-(1-2x)^2]$$
we obtain
$$Lx^2(1-x)^2=x(1-x)\left[\frac L4-\frac L4(1-2x)^2\right].$$
The Redlich–Kister increments are therefore
$$\delta L_0=\frac L4,\qquad \delta L_2=-\frac L4.\tag{7}$$
They are to be added when $G_{\rm dis}$ comes from random mixing. If $G_{\rm dis}$ was fitted to properties of the real disordered phase, those properties already contain SRO, and adding (7) would count it twice.

## 9. Ordering at equal composition

Take $x=\tfrac12$, $G_{AA}=G_{BB}=0$ and $G_{AB}=G_{BA}=-z\Delta/4$ with $\Delta>0$. Three expansions are needed:
$$y'(1-y'')+(1-y')y''=\tfrac12+2s^2,$$
$$\tfrac12[h(y')+h(y'')]=-\ln2+2s^2+\tfrac43s^4+\cdots,$$
$$Y=(\tfrac14-s^2)^2=\tfrac1{16}-\tfrac12s^2+s^4.$$
The reciprocal model therefore gives $G=G(0)+\alpha s^2+\beta s^4+\cdots$, with
$$\alpha=-\frac{z\Delta}{2}+2RT+\frac{z\Delta^2}{8RT},\qquad
\beta=\frac{4RT}{3}-\frac{z\Delta^2}{4RT}.$$

Let $t=4RT/(z\Delta)$. Without the SRO term, $\alpha=0$ gives $t=1$. With it,
$$t^2-t+\frac1z=0,\qquad t_\pm=\frac{1\pm\sqrt{1-4/z}}2.\tag{8}$$
SRO lowers the free energy of the disordered state more than that of the ordered state, because $Y$ decreases with $s$; this lowers the ordering temperature. At $t_+$, $\beta=\Delta(zt_+/3-1/t_+)$ is positive when $t_+^2>3/z$. For $z=8$ this reads $0.729>0.375$, so ordering sets in continuously in this model. Numerical minimization confirmed a disordered minimum 1 K above the transition and, 1 K below it, $s^2=-\alpha/(2\beta)$ within 3%.

For the full quasichemical model, $p_{AA}=p_{BB}=w$ at this composition. Put $c=\tfrac12-w$, so that $p_{AB}=c+s$ and $p_{BA}=c-s$. Using $\sum p\ln q=h(y')+h(y'')$, the free energy is
$$G=-\frac{z\Delta}{2}c+\frac z2RT\sum p\ln p-\frac{z-1}{2}RT[h(y')+h(y'')].$$
At fixed $w$, the pair sum contributes $s^2/c$ and the two site terms together $4s^2$. The shift of $w$ is of order $s^2$ and affects $G$ only at order $s^4$. The curvature condition is thus
$$\frac{z}{2c}-2(z-1)=0,\qquad c=\frac{z}{4(z-1)},\qquad \frac wc=\frac{z-2}{z}.$$
At $s=0$, equation (4) reads $(w/c)^2=e^{-\Delta/RT}$, which gives
$$RT_{\rm qc}=\frac{\Delta}{2\ln[z/(z-2)]}.\tag{9}$$
For large $z$, (8) and (9) give $t=1-1/z-1/z^2+\cdots$ and $t=1-1/z-1/(3z^2)+\cdots$. They share the first correction to random mixing.

The lower root of (8) is an artefact. Below it the reciprocal model makes the disordered state locally stable again. In the full model $c$ grows on cooling, so its curvature stays negative below $T_{\rm qc}$. The cause is the factor $1/T$: $LY$ diverges on cooling, whereas $F_{\rm sro}$ in (3) is bounded because $\varepsilon$ is limited by the pair fractions. For $z<4$ equation (8) has no real root, and the reciprocal model keeps the disordered state locally stable at every temperature. This does not exclude ordering: for $z=3$ and $t=0.4$, a strongly ordered state has the lower free energy, separated from the disordered one by a barrier.

## 10. Worked example

Take round model parameters $z=8$ and $\Delta=6000$ J/mol of bonds. Then $G_{AB}=-12000$ J/mol and $\Delta G_{\rm rec}=24000$ J/mol of sites. Joules per mole are the natural unit here. At 1600 K, $\Delta/RT=0.4510$, so
$$L=-\frac{8\times6000\times0.4510}{4}\ \text{J/mol}\approx-5412\ \text{J/mol},$$
or $-2.061$ millihartree per site. The increments (7) are $-1353$ and $+1353$ J/mol. The tangent at 1600 K is $-10825+3.383\,T$ J/mol, with $T$ in kelvin.

In the equiatomic disordered state, $LY=-5412\times0.0625=-338.3$ J/mol, against $-337.6$ J/mol from the full quasichemical minimum. The cubic term vanishes here. For $y'=0.7$, $y''=0.1$, $Y=0.0189$ and $LY=-102.3$ J/mol, which is 4% smaller in magnitude than the full value, $-106.8$ J/mol. Including (6) gives $-107.2$ J/mol.

The same state shows the partition at $x=0.4$:
$$-15024.9+(-14247.8)-(-15024.9)=-14247.8\ \text{J/mol}.$$
The first and third terms agree in size because $G_{\rm dis}$ was given its SRO share. This state is not the equilibrium one: the disordered state lies 777 J/mol lower. If the increments (7) are forgotten, the total becomes $-13936.1$ J/mol. The missing free energy is $-5412\times0.4^2\times0.6^2=-311.7$ J/mol. What remains of the SRO correction is $-102.3+311.7\approx+209$ J/mol, which has the wrong sign.

The ordering temperatures at $x=\tfrac12$ are 1443 K for random mixing, 1232 K for the reciprocal model and 1254 K for the full quasichemical model. The reciprocal parameter thus moves the temperature by 211 K where the full pair model moves it by 189 K. The spurious lower limit of the reciprocal model is also near 211 K, far outside the range where $\Delta/RT$ is small.

At 1000 K the order parameter $y'-y''$ is 0.835, 0.781 and 0.773 in the same sequence. The reciprocal model is slightly more ordered than the full model here, although it disorders at a lower temperature, so the two curves must cross between 1000 K and 1232 K.

The quasichemical reference is itself approximate: beyond the orders checked in section 6, it neglects correlations around closed loops of bonds, and for $z=8$ these are not small. The bcc lattice has 12 four-bond loops per site. In the equiatomic disordered state they add $-12RT\tanh^4(\Delta/4RT)\approx-25$ J/mol at 1600 K, and with longer loops the SRO free energy of the lattice is about $-368$ J/mol, so $LY$ falls 8% short of it although it matches the quasichemical value to 0.2%. The lattice orders near 1146 K, below both 1232 K and 1254 K, and its order parameter at 1000 K is about 0.75. Equation (5) also assumes that all interacting neighbours lie on the other sublattice. Interactions within a sublattice require further terms. The numerical output below lists the values used here; its label "SRO energy" means the SRO free energy, not the enthalpy of section 7.

## Values computed for the example and the checks

```
neighbours per site z: 8
reciprocal bond energy D: 6000 J/mol of bonds
ordered compound energy G_AB: -12000 J/mol of sites
reciprocal energy Delta G_rec: 24000 J/mol of sites
cube test, D/RT: 0.02, y1: 0.7, y2: 0.2
cube exact/second-order term: 1.000006
cube exact/third-order term: 1.000068
SRO enthalpy/free energy at 20000 K: 2.0038
example temperature: 1600 K; D/RT: 0.4510
reciprocal parameter L: -5412.3 J/mol of sites
same L: -2.0614 millihartree per site
disordered increments L0, L2: -1353.1, 1353.1 J/mol
tangent of L, constant: -10824.5 J/mol
tangent of L, slope: 3.3827 J/(mol K)
state y1=0.5, y2=0.5: Y = 0.06250
  pair shift, full: -0.02807; first order: -0.02819
  SRO energy, second order: -338.27 J/mol
  SRO energy, through third: -338.27 J/mol
  SRO energy, full quasichemical: -337.55 J/mol
state y1=0.7, y2=0.1: Y = 0.01890
  pair shift, full: -0.00906; first order: -0.00852
  SRO energy, second order: -102.29 J/mol
  SRO energy, through third: -107.21 J/mol
  SRO energy, full quasichemical: -106.76 J/mol
partition at y1=0.7, y2=0.1, x=0.4, T=1600 K:
  G_dis(x): -15024.91 J/mol
  G_ord(y1,y2): -14247.81 J/mol
  G_ord(x,x): -15024.91 J/mol
  total G: -14247.81 J/mol
  total if SRO is left out of G_dis: -13936.06 J/mol
  SRO energy lost by that omission: -311.75 J/mol
ordering temperature, random mixing: 1443.3 K
ordering temperature, reciprocal model: 1231.9 K
ordering temperature, full quasichemical: 1254.2 K
ratios to random mixing: 0.8536, 0.8690
spurious lower stability limit, reciprocal: 211.4 K
quartic coefficient 1 K below ordering: 6611 J/mol
order parameter y1-y2 at x=0.5, T=1000 K:
  random mixing: 0.8354
  reciprocal model: 0.7809
  full quasichemical: 0.7731
```
